# Why silicon's optical mode has a cubic term along [111], not [100]

**Question**

I am computing the zone-centre optical mode of silicon by frozen displacements in the two-atom primitive cell. Atom 1 stays at the origin, and I move atom 2 away from its site at \((1,1,1)a/4\) by a distance \(s\), with the lattice fixed. I divide the force on atom 2 by \(s\) to get a stiffness, and from that a frequency.

With \(s=0.04\) Å along [100], the force component along the displacement is −0.57520 eV/Å. Reversing the displacement gives +0.57520 eV/Å. Along [111] I get −0.54044 eV/Å for \(+s\) but +0.61225 eV/Å for \(-s\), so the two signs give different frequencies for the same mode.

Silicon has inversion symmetry, so I expected odd energy terms to vanish in every direction. Why do they survive along [111] and not along [100]? How large is the frequency error if I use one displaced structure, and can I just make \(s\) smaller?

**Answer**

Your forces are consistent with each other. The inversion in silicon exchanges the two atoms, and this exchange undoes the sign change you were counting on. The rotations about an atomic site decide which terms survive.

**The coordinate and the frequency**

Let \(\mathbf u_1,\mathbf u_2\) be the displacements of the two sublattices. A rigid translation costs no energy, so the energy per primitive cell depends on \(\mathbf u=\mathbf u_2-\mathbf u_1\) alone. The force on atom 2 is then

\[
\mathbf F=-\frac{\partial E}{\partial \mathbf u_2}=-\nabla_{\mathbf u}E .
\]

Moving atom 2 with atom 1 held fixed gives the full relative displacement, \(\mathbf u=s\,\mathbf n\), where \(\mathbf n\) is a unit vector.

With the centre of mass at rest, \(\mathbf u_2=-\mathbf u_1=\mathbf u/2\). The kinetic energy is

\[
2\times\tfrac12 M\left(\tfrac12\dot{\mathbf u}\right)^2=\tfrac12\left(\tfrac M2\right)\dot{\mathbf u}^2 .
\]

The reduced mass is therefore \(M/2\), and a harmonic energy \(K|\mathbf u|^2/2\) gives \(\omega_0=\sqrt{2K/M}\).

**Why inversion does not help**

Put the origin at the centre of the bond, with the ideal atoms at \(-\mathbf d/2\) and \(+\mathbf d/2\). Inversion sends the displaced atom 1 from \(-\mathbf d/2+\mathbf u_1\) to \(\mathbf d/2-\mathbf u_1\), which is near site 2. It likewise sends atom 2 to site 1 with displacement \(-\mathbf u_2\). The new relative displacement is

\[
\mathbf u'=\mathbf u_2'-\mathbf u_1'=(-\mathbf u_1)-(-\mathbf u_2)=\mathbf u .
\]

Inversion thus says \(E(\mathbf u)=E(\mathbf u)\), which forbids nothing.

**What the site rotations allow**

Return the origin to atom 1 and write \(\boldsymbol\tau=(1,1,1)a/4\). Take a rotation or reflection \(R\) about atom 1 for which \(R\boldsymbol\tau-\boldsymbol\tau\) is a lattice vector. It carries the displaced atom from \(\boldsymbol\tau+\mathbf u\) to \(\boldsymbol\tau+R\mathbf u\), up to that lattice vector. The crystal is otherwise unchanged, so

\[
E(R\mathbf u)=E(\mathbf u).
\]

There are 24 such operations, forming the group \(T_d\). They are the six permutations of the axes combined with an even number of sign changes. For example, the twofold rotation about \(y\) gives \(R\boldsymbol\tau=(-1,1,-1)a/4\), which differs from \(\boldsymbol\tau\) by the lattice vector \(-(1,0,1)a/2\).

Apply the three twofold rotations to a monomial \(u_x^p u_y^q u_z^r\). The rotation about \(x\) multiplies it by \((-1)^{q+r}\), that about \(y\) by \((-1)^{p+r}\), and that about \(z\) by \((-1)^{p+q}\). A term can survive only if all three factors are \(+1\), so \(p,q,r\) must be all even or all odd.

- First order: no term survives, so the force vanishes at the ideal site.
- Second order: only the squares survive. Axis permutations give them equal coefficients, leaving \(|\mathbf u|^2\).
- Third order: three even exponents cannot add to 3, so only \(u_xu_yu_z\) remains. Permutations and paired sign changes leave it unchanged, so it is allowed.
- Fourth order: the exponents are \((4,0,0)\) or \((2,2,0)\), up to permutation.

For an energy that is smooth around the ideal structure,

\[
E=E_0+\frac K2|\mathbf u|^2+g\,u_xu_yu_z
+A\sum_i u_i^4+B\sum_{i<j}u_i^2u_j^2+O(u^5).
\]

**Along [100]**

Set \(\mathbf u=(s,0,0)\). The product \(u_xu_yu_z\) is zero. More generally, the twofold rotation about \(y\) takes \((s,0,0)\) to \((-s,0,0)\), so \(E(s)=E(-s)\) and every odd power is absent. To fourth order,

\[
E=E_0+\frac K2s^2+As^4,\qquad
F=-\frac{dE}{ds}=-Ks-4As^3,
\]

and the one-sided stiffness is

\[
-\frac{F(s)}s=K+4As^2 .
\]

Its leading error is quadratic in \(s\). The cubic term gives no sideways force either, because its gradient \(g(u_yu_z,u_xu_z,u_xu_y)\) vanishes on this axis.

**Along [111]**

Now \(u_x=u_y=u_z=s/\sqrt3\). The three sums needed are

\[
u_xu_yu_z=\frac{s^3}{3\sqrt3},\qquad
\sum_i u_i^4=3\,\frac{s^4}{9}=\frac{s^4}3,\qquad
\sum_{i<j}u_i^2u_j^2=3\,\frac{s^4}{9}=\frac{s^4}3 .
\]

With \(D=(A+B)/3\),

\[
E=E_0+\frac K2s^2+\frac{g}{3\sqrt3}s^3+Ds^4+O(s^5).
\]

Differentiation brings down a factor 3 in the cubic term:

\[
F=-Ks-\frac g{\sqrt3}s^2-4Ds^3+O(s^4).
\]

Since \(F(0)=0\), the one-sided force difference gives

\[
K_1(s)=-\frac{F(s)}s=K+\frac{g s}{\sqrt3}+4Ds^2+O(s^3).
\]

Replacing \(s\) by \(-s\) reverses the linear error. The central difference removes it:

\[
K_c(s)=\frac{F(-s)-F(s)}{2s}=K+4Ds^2+O(s^4).
\]

For the frequency, write \(\omega_1=\omega_0\sqrt{K_1/K}\) and use \(\sqrt{1+\varepsilon}=1+\varepsilon/2-\varepsilon^2/8+\dots\) with \(\varepsilon=gs/(\sqrt3K)+4Ds^2/K\). Through second order,

\[
\frac{\omega_1-\omega_0}{\omega_0}
=\frac{g s}{2\sqrt3K}
+\left(\frac{2D}{K}-\frac{g^2}{24K^2}\right)s^2+O(s^3).
\]

The last term in the bracket comes from the square root. Because of it, averaging the two one-sided frequencies is not the same as averaging the two stiffnesses and then taking the root. The second procedure is the central difference.

Among all directions, [111] and its equivalents have the largest cubic coefficient. For a unit vector, the arithmetic–geometric mean inequality gives \(n_x^2n_y^2n_z^2\le(1/3)^3\), hence \(|n_xn_yn_z|\le1/(3\sqrt3)\), with equality when the three magnitudes are equal.

**A case in between: [110]**

For \(\mathbf u=(s,s,0)/\sqrt2\) the cubic energy is again zero. Its gradient, however, has a \(z\) component:

\[
F_z=-g\,u_xu_y=-\frac{gs^2}{2}
\]

to leading order. The component of the force along the displacement has no quadratic term, but the full force vector does. If you build a stiffness matrix from one such displacement, this sideways force enters as a false coupling \(-F_z/s=gs/2\). A missing cubic energy along a line is therefore not enough to make every force component safe.

This force also gives \(g\) without using any [111] data. At \(s=0.04\) Å it is 0.03109 eV/Å, so

\[
g=-\frac{2(0.03109)}{(0.04)^2}\ \text{eV/Å}^3=-38.9\ \text{eV/Å}^3 .
\]

**Your numbers**

The values here come from a plane-wave calculation in the local-density approximation with a GTH pseudopotential. The cubic edge is 5.40 Å, the cutoff 7 hartree, and the full k mesh has 32 points and the site symmetry. Extra digits are kept to resolve differences within this one setting; they do not express the accuracy of the frequency.

From your two [111] forces,

\[
K_1(+0.04\ \text{Å})=\frac{0.54044}{0.04}=13.511\ \text{eV/Å}^2,\qquad
K_1(-0.04\ \text{Å})=\frac{0.61225}{0.04}=15.306\ \text{eV/Å}^2 .
\]

Their mean is 14.409 eV/Å². Half their difference is \(-0.898\) eV/Å², which should equal \(gs/\sqrt3\). This gives \(g=\sqrt3(-0.898)/0.04=-38.9\) eV/Å³, in agreement with the sideways force along [110].

To remove the remaining \(s^2\) error, combine central values at 0.02 and 0.04 Å as \([4K_c(0.02)-K_c(0.04)]/3\). The result is \(K=14.404\) eV/Å². The same combination of [100] values at 0.04 and 0.08 Å also gives 14.404 eV/Å², as the isotropic second-order term requires. With \(M=28.085\) u, \(\sqrt{2K/M}\) corresponds to 528.14 cm⁻¹, the reference for the errors below.

The predicted first-order relative error at \(s=+0.04\) Å is

\[
\frac{gs}{2\sqrt3K}
=\frac{(-38.866)(0.04)}{2\sqrt3\,(14.404)}=-0.0312,
\]

or −16.46 cm⁻¹. The one-sided results are:

- [111], \(s=+0.04\) Å: 511.51 cm⁻¹, an error of −16.63 cm⁻¹.
- [111], \(s=-0.04\) Å: 544.43 cm⁻¹, an error of +16.29 cm⁻¹.
- [111], \(s=\pm0.02\) Å: errors of −8.27 and +8.19 cm⁻¹.
- [100], \(s=0.04\) Å: an error of −0.44 cm⁻¹.
- [100], \(s=0.08\) Å: an error of −1.75 cm⁻¹.

Doubling \(s\) roughly doubles the [111] error and multiplies the [100] error by four, as the two expansions say. The central difference along [111] at 0.04 Å is off by only +0.09 cm⁻¹.

The small asymmetry between −16.63 and +16.29 cm⁻¹ is also accounted for. Their mean is −0.17 cm⁻¹. The quartic term contributes the central-difference error, +0.09 cm⁻¹. The square-root term contributes \(-528\,(0.0623)^2/8=-0.26\) cm⁻¹, where \(0.0623=|g|s/(\sqrt3K)\). The sum is −0.17 cm⁻¹.

The energies show the same cubic term. Subtracting the [111] expansions at \(\pm s\) gives

\[
E(s)-E(-s)=\frac{2gs^3}{3\sqrt3}
=\frac{2(-38.866)(0.04)^3}{3\sqrt3}\ \text{eV}=-0.957\ \text{meV},
\]

which agrees with the directly computed difference. Along [100] the computed difference is of order \(10^{-10}\) meV, which is numerical noise.

**What the sign means**

Positive \(s\) along [111] lengthens the bond from atom 1 at the origin to atom 2. The unit vectors along the four bonds that meet at atom 2, pointing towards it, are \((1,1,1)/\sqrt3\), \((1,-1,-1)/\sqrt3\), \((-1,1,-1)/\sqrt3\) and \((-1,-1,1)/\sqrt3\). To first order one bond lengthens by \(s\) and three shorten by \(s/3\). The sum of the cubed length changes is

\[
s^3-3\left(\frac s3\right)^3=\frac89s^3 ,
\]

so the one long bond outweighs the three short ones. If each bond is softer in extension than in compression, this contribution to the cubic energy is negative for positive \(s\), the sign found here. I offer this as a plausible reading: the calculation does not divide the energy into bonds, and changes of bond angle may also contribute. The sign alone does not prove that the bonds soften in extension. Even perfectly harmonic bonds give a negative cubic term for positive \(s\), because the sideways part of the displacement lengthens the three shortened bonds at second order and so reduces their compression. If such bonds of length \(d\) supplied all of \(K\), they would give \(g=-\sqrt3K/d\approx-11\) eV/Å³, about a quarter of the value found.

**Can you just reduce \(s\)?**

In principle yes, but the error falls only linearly. To keep the first-order frequency error below \(\delta\omega\) you need

\[
|s|<\frac{2\sqrt3K}{|g|}\frac{\delta\omega}{\omega_0}.
\]

For 1 cm⁻¹ this gives 0.0024 Å. The restoring force is then only \(14.404\times0.00243=0.035\) eV/Å. Suppose the forces carry an error of 0.001 eV/Å. The stiffness would be off by \(0.001/0.035=2.9\) %, and the frequency by half of that, about 7.5 cm⁻¹. With that force error, shrinking \(s\) this far does not deliver the intended 1 cm⁻¹: the anharmonic error is small, but the force noise is now several times larger than the target.

For this mode, a single [100] displacement of 0.02 to 0.04 Å is the economical choice: symmetry supplies the opposite sign, and the isotropic \(K\) makes one direction sufficient. If you must displace along [111], use both signs.

Two conditions limit this advice.

First, the k mesh must have the site symmetry. I also tried the eight points \((\pm\mathbf b_1\pm\mathbf b_2\pm\mathbf b_3)/4\), where \(\mathbf b_i\) are the primitive reciprocal vectors. This set is not invariant under any of the three twofold rotations, and it leaves a force of 0.0175 eV/Å on atom 2 at its ideal site. The symmetric mesh gives zero there to numerical precision, even when no symmetry is imposed on the calculation. Permuting the axes does leave the lopsided set unchanged, so its false force points along [111], with a [100] component of \(0.0175/\sqrt3=0.0101\) eV/Å. Divided by 0.04 Å, this is 0.25 eV/Å², or 1.8 % of \(K\). Subtracting the force at \(s=0\) removes this constant part, but it does not restore the symmetry argument, and the larger damage is to the harmonic term itself. On this set the central stiffness at 0.04 Å is 14.5 eV/Å² along [100] but 11.3 eV/Å² along [111], or 530 against 467 cm⁻¹. One direction is then no longer sufficient, and a plausible [100] value hides the false splitting of the mode.

Second, the argument covers the force on atom 2 in the primitive cell, where atom 1 carries the opposite force. In a supercell with one displaced atom, the twofold rotation relates the force on a neighbour \(j\) at \(+s\) to the force on the rotated neighbour \(Rj\) at \(-s\):

\[
\mathbf F_{Rj}(-s)=R\,\mathbf F_j(s).
\]

If \(Rj\ne j\), this does not remove the quadratic part of the force on \(j\). Even if \(Rj=j\), it removes that part only from the components perpendicular to the rotation axis; the component along the axis is even in \(s\) unless another operation forbids it. In either case you need both signs, or must construct the second from the first by this relation.

**How far to trust the frequency itself**

Real silicon has a cubic edge of roughly 5.4 Å and a zone-centre optical frequency of roughly 520 cm⁻¹. The nearness of 528 cm⁻¹ should not be read as accuracy:

- Raising the cutoff from 7 to 10 hartree, with edge and mesh fixed, lowers the frequency by 18 cm⁻¹. The approach is not monotonic: 15 and 20 hartree give about 514 and 513 cm⁻¹, so the value at 7 hartree is about 15 cm⁻¹ too high, comparable to the one-sided error at 0.04 Å.
- Going from 32 to 108 k points, with edge and cutoff fixed, lowers it by 4 cm⁻¹.
- A 1 % larger edge lowers it by 15 cm⁻¹.

Under the changes of cutoff and mesh, the relative one-sided error is much steadier, because it depends on \(g/K\). The higher cutoff reduces \(|g|\) by 6.7 %. It changes the frequency by −3.4 %, and hence \(K\), which varies as its square, also by −6.7 %. The ratio hardly moves. For the denser mesh \(|g|\) falls by 1.4 % and \(K\) by 1.6 %. At 20 hartree on the 32-point mesh, \(K\approx13.6\) eV/Å² and \(g\approx-36\) eV/Å³, and the first-order error is still 3.1 %. The estimate of about 3 % in frequency at 0.04 Å therefore survives each refinement taken separately, although the frequency does not.

The calculation also holds the nuclei still. As a measure of scale, treat one cell as an isolated harmonic oscillator. Its mean potential energy is half its total energy, so along one axis

\[
\langle u_x^2\rangle=\frac{\hbar}{M\omega_0}\coth\frac{\hbar\omega_0}{2k_BT},
\]

which gives a root-mean-square displacement of 0.052 Å at 300 K. At that amplitude along [111], the cubic force is 8 % of the harmonic one. Most of this amplitude is zero-point motion, since the formula still gives 0.048 Å as \(T\to0\). The 8 % is a force ratio, not a frequency shift. The cubic term changes the levels only at second order, and in this one-cell model the lowest level spacing drops by 3 to 4 cm⁻¹, under 1 %. The shift in the crystal involves coupling to modes at other wavevectors and is not calculated here. The numerical output below lists the main values used.

## Values computed for the example and the checks

```
cubic lattice edge: 5.40 angstrom
silicon atomic mass: 28.085 u
plane-wave cutoff: 7 hartree; k points in full mesh: 32
site-group operations: 24
cubic invariant found: x*y*z
K from [111]: 14.4039 eV/angstrom^2
K from [100]: 14.4038 eV/angstrom^2
g from [110] transverse force: -38.866 eV/angstrom^3
g from [111] forces at 0.04 A: -38.867 eV/angstrom^3
harmonic frequency: 528.14 cm^-1
force along [111], s=-0.04 A: 0.61225 eV/angstrom
force along [111], s=+0.04 A: -0.54044 eV/angstrom
force along [100], s=-0.04 A: 0.57520 eV/angstrom
force along [100], s=+0.04 A: -0.57520 eV/angstrom
transverse force, [110], s=0.04 A: 0.03109 eV/angstrom
E(+s)-E(-s), [111], s=0.04 A: -0.9574 meV
same from cubic formula: -0.9574 meV
E(+s)-E(-s), [100], s=0.04 A: -1.5e-10 meV
one-sided [111] frequency, s=-0.04 A: 544.43 cm^-1
  error: +16.29 cm^-1
  first-order error: +16.46 cm^-1
one-sided [111] frequency, s=-0.02 A: 536.32 cm^-1
  error: +8.19 cm^-1
  first-order error: +8.23 cm^-1
one-sided [111] frequency, s=+0.02 A: 519.87 cm^-1
  error: -8.27 cm^-1
  first-order error: -8.23 cm^-1
one-sided [111] frequency, s=+0.04 A: 511.51 cm^-1
  error: -16.63 cm^-1
  first-order error: -16.46 cm^-1
one-sided [100] error, s=0.04 A: -0.438 cm^-1
one-sided [100] error, s=0.08 A: -1.746 cm^-1
central [111] error, s=0.02 A: +0.021 cm^-1
central [111] error, s=0.04 A: +0.086 cm^-1
[111] amplitude for 1 cm^-1 error: 0.00243 angstrom
ideal-site force, symmetric mesh: 8.0e-14 eV/angstrom
ideal-site force, lopsided mesh: 0.01750 eV/angstrom
cutoff 7 to 10 hartree, frequency shift: -17.97 cm^-1
cutoff 7 to 10 hartree, change of g: -6.73 %
mesh 32 to 108 points, frequency shift: -4.30 cm^-1
mesh 32 to 108 points, change of g: -1.41 %
1 % larger edge, frequency shift: -15.26 cm^-1
one-cell rms amplitude per axis, 300 K: 0.0516 angstrom
|g| rms/(sqrt(3) K) at 300 K: 8.04 %
```
